# Linear Jahn–Teller Coupling in the Tetrahedral Ground State of CH4+

## 1. The situation

In a methane plasma used to deposit carbon films, electron impact removes an electron from CH$_4$. The event is fast compared with nuclear motion, so the new ion starts at the tetrahedral geometry of the neutral molecule. Does it merely settle to a new bond length, or does it leave the tetrahedral shape?

Take the case in which the electron comes from the highest filled shell, a set of three $t_2$ orbitals that transform under the group $T_d$ like $x,y,z$. The rest is a closed shell, so the three hole states $|x\rangle,|y\rangle,|z\rangle$ form an orbital triplet: the $^2T_2$ state.

Assumptions: the nuclei are fixed, the Hamiltonian has no spin terms, its eigenfunctions are taken real, and no other electronic state lies at the triplet's energy. Spin-orbit coupling and nuclear motion come in later. Atomic units are used in the algebra, eV and Å for results.

One point of logic shapes what follows. Symmetry can say that a coupling constant is allowed; it cannot say that its value differs from zero. The claim "the symmetric geometry cannot be a minimum" therefore needs symmetry and one computed fact.

## 2. Simple case: one distortion

Take a distortion $Q$ that flattens or elongates the tetrahedron along $z$, leaving the group $D_{2d}$. To first order the energies of the hole states change by a $3\times3$ matrix $QW$. The twofold rotations about $x,y,z$ survive, and each reverses two of the three states. Every off-diagonal element changes sign under one of them, so it vanishes. The fourfold rotation-reflection about $z$ exchanges $x$ and $y$ up to sign, so $W_{xx}=W_{yy}$. If the mean of the three levels has no linear term (proved in section 4), then

$$W=F\,\mathrm{diag}\left(\tfrac12,\tfrac12,-1\right).$$

Let $F>0$ and add an elastic energy $\tfrac12KQ^2$. For $Q>0$ the lowest level is

$$E=-FQ+\tfrac12KQ^2 ,$$

with its minimum at $Q=F/K$ and depth $F^2/(2K)$. For $Q<0$ the lowest level is $-\tfrac12F|Q|+\tfrac12KQ^2$, with depth $F^2/(8K)$. The energy falls on both sides, so $Q=0$ is a cusp, however stiff the molecule is: a linear term beats a quadratic one at small $Q$.

Limit: as $F\to0$ both depths vanish and $Q=0$ becomes a minimum along this coordinate. Everything rests on $F\neq0$.

## 3. Any distortion of a degenerate level

Let $Q_k$ be symmetry coordinates, and write $H(sQ)=H_0+sH_1+O(s^2)$ with $H_1=\sum_kQ_k\,\partial H/\partial Q_k$ and $s>0$. Insert $\psi=\sum_ic_i|i\rangle+s\chi$ and $E=E_0+sE_1$ into $H\psi=E\psi$. The terms of order $s$ are

$$(H_0-E_0)\chi+\sum_ic_i(H_1-E_1)|i\rangle=0 .$$

Project on $\langle j|$. The first term vanishes because $\langle j|(H_0-E_0)=0$, which leaves

$$\sum_iW_{ji}c_i=E_1c_j,\qquad W(Q)=\sum_kQ_kW_k,\qquad (W_k)_{ji}=\langle j|\partial H/\partial Q_k|i\rangle .$$

The lowest sheet is therefore

$$E_{\rm low}(sQ)=E_0+s\,\lambda_{\min}[W(Q)]+O(s^2).$$

The result does not depend on how the basis states follow the nuclei. A rotation $U=1+sX$ with $X^T=-X$ gives $U^T(E_0+sW)U=E_0+s[W+E_0(X+X^T)]+O(s^2)$, and the bracket is just $W$.

Now suppose $W$ is real, symmetric, traceless and not zero. Its eigenvalues sum to zero. They are not all zero, since a symmetric matrix with only zero eigenvalues is the zero matrix. So at least one is negative and one positive. The lowest sheet falls along $Q$ with slope $\lambda_{\min}<0$, and along $-Q$ with slope $-\lambda_{\max}<0$.

Limit: for a non-degenerate state $W$ is a single number, and traceless means zero. The argument then gives no instability.

## 4. Which couplings does $T_d$ allow?

The characters needed are

| | $E$ | $8C_3$ | $3C_2$ | $6S_4$ | $6\sigma_d$ |
|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $E$ | 2 | −1 | 2 | 0 | 0 |
| $T_1$ | 3 | 0 | −1 | 1 | −1 |
| $T_2$ | 3 | 0 | −1 | −1 | 1 |

**Vibrations.** An atom contributes to the character of the 15 nuclear displacements only if the operation leaves it in place. The numbers of unmoved atoms are $5,2,1,1,3$. Multiplying by the vector character (the $T_2$ row) gives $15,0,-1,-1,3$. The multiplicities follow by projection on each row:

- $n(A_1)=(15-3-6+18)/24=1$
- $n(A_2)=(15-3+6-18)/24=0$
- $n(E)=(30-6)/24=1$
- $n(T_1)=(45+3-6-18)/24=1$
- $n(T_2)=(45+3+6+18)/24=3$

Translations form a $T_2$ and rotations a $T_1$. Removing them leaves

$$\Gamma_{\rm vib}=A_1+E+2T_2 .$$

**Electronic matrices.** With real states $W$ is symmetric, so its elements transform as the symmetric square of $T_2$. If $g$ has eigenvalues $\lambda_i$, the character of that square is

$$\sum_{i\le j}\lambda_i\lambda_j=\tfrac12\left[\chi(g)^2+\chi(g^2)\right].$$

The squares of the operations are $C_3^2$ (again a threefold rotation), $C_2^2=E$, $S_4^2=C_2$ and $\sigma_d^2=E$. Hence $\chi(g^2)=3,0,3,-1,3$, while $\chi(g)^2=9,0,1,1,1$. The symmetric square has characters $6,0,2,0,2$, and

- $n(A_1)=(6+6+12)/24=1$
- $n(A_2)=(6+6-12)/24=0$
- $n(E)=(12+12)/24=1$
- $n(T_1)=(18-6-12)/24=0$
- $n(T_2)=(18-6+12)/24=1$

$$[T_2\otimes T_2]_{\rm sym}=A_1+E+T_2 .$$

The energy cannot depend on how the molecule is oriented, so $W(gQ)=g\,W(Q)\,g^T$ for every $g$ in the group. By Schur's lemma, a coordinate set of a given symmetry then has as many independent constants as that symmetry occurs in the square. That is one constant $F_E$ for the $e$ mode and one constant $F_T$ for each $t_2$ mode.

**Zero trace.** Taking the trace of the covariance relation gives $\mathrm{tr}\,W(gQ)=\mathrm{tr}\,W(Q)$. Average over the group: for an $e$ or $t_2$ coordinate the mean of $gQ$ is zero, because these representations contain no invariant vector. Since $W$ is linear in $Q$, its trace vanishes. This supplies the step borrowed in section 2. An $a_1$ motion couples only to the unit matrix: it moves the three levels together and cannot cancel a splitting.

## 5. The matrices

**The $t_2$ coordinates.** Let $Q_x,Q_y,Q_z$ transform like $x,y,z$, and set only $Q_z\neq0$. The rotation $C_2(z)$ leaves $Q_z$ alone but reverses the elements $xz$ and $yz$, which must vanish. The rotation $C_2(x)$ reverses $Q_z$ but leaves diagonal elements unchanged, so these vanish too. Only $W_{xy}=W_{yx}=F_TQ_z$ survives. Threefold rotations give the other two cases:

$$W_T=F_T\begin{pmatrix}0&Q_z&Q_y\\Q_z&0&Q_x\\Q_y&Q_x&0\end{pmatrix}.$$

**The $e$ coordinates.** Let $Q_\theta$ transform like $2z^2-x^2-y^2$ and $Q_\varepsilon$ like $\sqrt3(x^2-y^2)$. Both are unchanged by the three twofold rotations, so $W$ is diagonal. The operation $S_4$ about $z$ reverses $Q_\varepsilon$ and preserves $W_{zz}$, so $W_{zz}=-F_EQ_\theta$, which defines $F_E$. To find $W_{xx}$, rotate $z$ into $x$:

$$2x^2-y^2-z^2=-\tfrac12(2z^2-x^2-y^2)+\tfrac{\sqrt3}{2}\,\sqrt3(x^2-y^2).$$

Thus $W_{xx}=F_E(\tfrac12Q_\theta-\tfrac{\sqrt3}2Q_\varepsilon)$, and zero trace fixes $W_{yy}$:

$$W_E=F_E\left[Q_\theta\,\mathrm{diag}\left(\tfrac12,\tfrac12,-1\right)+\tfrac{\sqrt3}2Q_\varepsilon\,\mathrm{diag}(-1,1,0)\right].$$

Limit: for $Q_\varepsilon=0$ this is the simple case of section 2. For a unit $t_2$ displacement along $(1,1,1)/\sqrt3$, the off-diagonal elements all equal $F_T/\sqrt3$, and the eigenvalues are $2F_T/\sqrt3$ once and $-F_T/\sqrt3$ twice. Either sign of displacement lowers one sheet at least.

Group theory ends here. Every relation above also holds with $F_E=F_T=0$.

## 6. Are the constants non-zero?

For a hole in the direction of a unit vector $n$, the slope along $Q_k$ is $f_k=n^TW_kn$.

- Hole along $z$: the $t_2$ matrices have no diagonal elements, so only $e$ slopes remain.
- Hole along $(1,1,1)/\sqrt3$: the $e$ matrices give one third of their trace, which is zero. The $t_2$ slope is $\tfrac23F_T(Q_x+Q_y+Q_z)$, or $2F_T/\sqrt3$ per unit displacement along $111$.

Two calculations in the 6-31G** basis give the constants.

The first freezes the orbitals. From restricted Hartree–Fock (RHF) for neutral CH$_4$, the ion energies are $E_N-\epsilon_i$, where $\epsilon_i$ are the $t_2$ orbital energies. The neutral closed shell has symmetry $A_1$, so $E_N$ has no linear term in $e$ or $t_2$, and the slopes come from $-\epsilon_i$. The bond length is that of the neutral molecule, 1.084 Å.

The second treats the ion itself by unrestricted Hartree–Fock (UHF), with relaxed orbitals. Its bond length, 1.131 Å, is where the $a_1$ force vanishes for a hole along $z$. At this level of theory it stands for the tetrahedral geometry that would have to be the minimum.

Slopes are quoted in eV/Å per unit normalized Cartesian displacement; the $t_2$ value combines both modes.

| slope | frozen | UHF |
|---|---|---|
| $e$, hole $z$ | 5.51 | 4.79 |
| $t_2$, hole $111$ | 12.96 | 10.77 |

The UHF values are lower by 13% and 17% relative to the frozen ones. Bond length and orbital relaxation both differ between the columns, so their shares are not separated. The last digits depend on basis and method: at the same 1.131 Å geometry, UHF in the larger def2-TZVP basis gives 4.77 and 10.94 eV/Å, and a correlated method (IP-EOM-CCSD, 6-31G**) gives 4.52 eV/Å for the $e$ slope. The slopes forbidden by symmetry are below $10^{-12}$ eV/Å in UHF, against allowed slopes of several eV/Å.

An $e$ displacement of 0.01 Å in the favourable sense thus lowers the UHF energy of the hole-$z$ state by about $4.79\times0.01=0.048$ eV to first order. In UHF this state starts 0.22 eV above the hole-$111$ state, an artefact discussed in section 8, so the number is the slope of one determinant and not of the lowest UHF solution. At these levels of theory the constants are far from zero, and with section 3 this completes the argument: the tetrahedral geometry is not a minimum. The non-vanishing is a computed result, not a theorem.

The cusp can be seen directly. Along an arbitrary mixture $u$ of $e$ and $t_2$ displacements (including some uniform translation, which costs no energy), frozen-orbital energies at small finite steps give slopes of $-0.0949$ hartree/bohr along $+u$ and $-0.1100$ along $-u$. The eigenvalues of $W(u)$ predict the same values to the printed digits.

## 7. How far down? The linear harmonic model

Add elastic energies $\tfrac12K_kQ_k^2$. For a fixed hole direction $n$ the energy is $\sum_k(\tfrac12K_kQ_k^2+f_kQ_k)$. Its minimum lies at $Q_k=-f_k/K_k$, and the energy gained is

$$G(n)=\sum_k\frac{f_k^2}{2K_k}.$$

The lowest sheet is the minimum over $n$, so its deepest point is the largest $G(n)$.

Write $a=n_x^2$, $b=n_y^2$, $c=n_z^2$, with $a+b+c=1$, and $p=ab+bc+ca$. For the $e$ mode

$$f_\theta^2+f_\varepsilon^2=F_E^2\left[\tfrac14(a+b-2c)^2+\tfrac34(a-b)^2\right].$$

Expanding, the bracket is $a^2+b^2+c^2-ab-bc-ca=(a+b+c)^2-3p=1-3p$. For a $t_2$ mode $f_z=2F_Tn_xn_y$ and cyclically, so the squares sum to $4F_T^2p$. Therefore

$$G=(1-3p)\,G_E+3p\,G_T,\qquad G_E=\frac{F_E^2}{2K_E},\qquad G_T=\sum_{t_2}\frac{2F_T^2}{3K_T}.$$

Since $p$ runs from 0 (hole along an axis) to $\tfrac13$ (hole along $111$) and $G$ is linear in $p$, the largest gain lies at an end:

- $G_E>G_T$: tetragonal minima, symmetry $D_{2d}$
- $G_T>G_E$: trigonal minima, symmetry $C_{3v}$
- $G_E=G_T$: the gain is the same for every hole direction

A hole along $110$ has $p=\tfrac14$ and gains $\tfrac14G_E+\tfrac34G_T$. It lies between the other two.

With frozen-orbital couplings and neutral force constants:

| mode | wavenumber (cm⁻¹) | gain (eV) |
|---|---|---|
| $e$ bend | 1685 | 1.442 |
| $t_2$ bend | 1469 | 0.882 |
| $t_2$ stretch | 3286 | 0.437 |

The trigonal gain is $0.882+0.437=1.319$ eV. The $110$ gain is $\tfrac14(1.442)+\tfrac34(1.319)=1.350$ eV. Direct minimization of the lowest sheet over all eight coordinates gives 1.442 eV, the tetragonal value, as the formula requires. The last digits depend on the basis: in def2-TZVP the tetragonal and trigonal gains are 1.49 and 1.36 eV, in the same order.

The three gains differ by at most 0.12 eV, under a tenth of their size. Modest corrections can therefore reverse the order.

## 8. Beyond the linear model

The ion was relaxed in UHF within the symmetry left by each hole direction. Second-order perturbation theory (MP2) was then applied at the UHF geometries. Gains are counted from the tetrahedron with the 1.131 Å bond length of section 6, using the lowest energy among the three hole directions at the same level.

| symmetry | linear (eV) | UHF (eV) | MP2 (eV) |
|---|---|---|---|
| $D_{2d}$ | 1.44 | 1.18 | 1.34 |
| $C_{3v}$ | 1.32 | 1.07 | 0.93 |
| $C_{2v}$ | 1.35 | 1.42 | 1.49 |

All three structures lie about 1 eV or more below the tetrahedron. The order has changed: $C_{2v}$, which the linear model can never prefer, is now lowest. The linear term proves the instability but does not select the final shape. The $C_{2v}$ structure is far from a small distortion: its smallest HCH angle is 54.7°, against 109.5° in the tetrahedron, and its bonds range from 1.075 to 1.170 Å. Higher-order terms are the likely cause of the reversal, but orbital relaxation also differs between the linear and UHF columns.

There is a warning in the UHF numbers. A true triplet has one energy for all hole directions, yet at the tetrahedral geometry the UHF energies spread over 0.22 eV, because a single determinant relaxes differently for each direction. That is nearly as large as the UHF preference for $C_{2v}$ over $D_{2d}$, 0.23 eV. In MP2 the spread is 0.05 eV and the preference 0.15 eV, which is better support. Neither level is exact: MP2 recovers part of the correlation energy, the basis is small, and the structures are stationary within their imposed symmetry, not proven minima. In the larger def2-TZVP basis, at the same geometries, the gains shift by up to about 0.05 eV in UHF and 0.02 eV in MP2, and $C_{2v}$ stays lowest.

## 9. Does spin-orbit coupling rescue the tetrahedron?

For one $t_2$ electron take $h=\zeta\,\mathbf l\cdot\mathbf s$ with effective $l=1$. From $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-2-\tfrac34]$, the levels are $\tfrac12\zeta$ (four states, $j=\tfrac32$) and $-\zeta$ (two states, $j=\tfrac12$). The full shell sums to zero, so five electrons have minus the energy of the missing one. The ion's lower level is the quartet at $-\tfrac12\zeta$, separated from the doublet by $\tfrac32\zeta$.

Project $\mathrm{diag}(\tfrac12,\tfrac12,-1)$ onto the quartet. The state $m_j=\tfrac32$ has only $m_l=1$ and gives $\tfrac12$. The state $m_j=\tfrac12$ has weight $\tfrac23$ on $m_l=0$ (the orbital $z$) and $\tfrac13$ on $m_l=1$, giving $-\tfrac23+\tfrac16=-\tfrac12$. Negative $m_j$ repeat these values, and axial symmetry forbids mixing. The slopes are $\pm\tfrac12F_E$, so the quartet still splits linearly, at half the largest original slope. The $t_2$ matrix along $111$ has the same axial form about that axis, and is halved likewise.

The computed splitting is 5.4 meV, from a one-electron operator with unscreened nuclear charges. This is an overestimate: including the screening by the other electrons in a mean-field operator lowers it to 2.6 meV. With the UHF $e$ slope, the Jahn–Teller energy reaches this size at a displacement of only $0.0054/4.79\approx0.001$ Å. Spin-orbit coupling alters the tip of the cusp and leaves the instability in place.

## 10. The ion in a methane plasma

Rough conditions for a deposition plasma are a gas temperature of 400 K and a field of 1 kV/cm; both vary widely between reactors. Then $kT=0.034$ eV, far below the gains of 0.9 to 1.5 eV, and the field couples the hole states by only $3\times10^{-6}$ eV. Neither restores the tetrahedral shape. The assumption that fails most is that of fixed nuclei. In the harmonic approximation the $e$ and $t_2$ modes of the neutral molecule carry about 1.1 eV of zero-point energy, comparable with the 0.9 to 1.5 eV that the distortion gains, and the $C_{2v}$ and $D_{2d}$ structures differ by only 0.15 eV in MP2. The real ion should therefore not be pictured as a rigid $C_{2v}$ object. Motion among equivalent distorted shapes is plausible, and could give a tetrahedral average, but its rate was not computed. Such an average would not contradict the result, which concerns the potential surface. An ion that moves from the 1.131 Å tetrahedron to the $C_{2v}$ structure converts roughly 1.4 to 1.5 eV, at these levels of theory, into vibration. A newly formed ion starts with the shorter bonds of the neutral molecule, 1.084 Å, so it releases somewhat more: an extra 0.15 eV in UHF, 0.17 eV in MP2. In MP2 the total, about 1.66 eV, is close to the energy needed to split the relaxed ion into CH$_3^+$ and H, about 1.6 eV in MP2 without zero-point energy (1.7 eV in the larger def2-TZVP basis; UHF, without correlation, gives only 0.9 eV). Some ions may therefore break up instead of settling, and others may react with methane. For an ion that survives, the gas temperature does not describe its internal energy until collisions or radiation remove the excess.

Further digits of the main 6-31G** results are in the numerical output below.

## Values computed for the example and the checks

```
group order: 24
all 15 motions: A1 + E + T1 + 3T2
vibrations: A1 + E + 2T2
symmetric square of T2: A1 + E + T2
antisymmetric square of T2: T1
neutral CH bond, RHF: 1.0836 angstrom
covariance error of W: 1.7e-11 hartree/bohr
lowest-sheet slope along +u: direct -0.09490, from W -0.09490 hartree/bohr
lowest-sheet slope along -u: direct -0.10995, from W -0.10995 hartree/bohr
t2 bend: wavenumber 1469 cm^-1, linear-model gain 0.8817 eV
e bend: wavenumber 1685 cm^-1, linear-model gain 1.4424 eV
t2 stretch: wavenumber 3286 cm^-1, linear-model gain 0.4370 eV
trigonal gain, both t2 modes: 1.3187 eV
orthorhombic point gain: 1.3496 eV
deepest gain by direct minimization: 1.4424 eV
best tetrahedral CH bond of ion, UHF: 1.1309 angstrom
slopes per unit normalized Cartesian displacement:
  e, hole z: frozen 5.511, UHF 4.789 eV/angstrom
  t2, hole 111: frozen 12.960, UHF 10.771 eV/angstrom
  forbidden t2 part, hole z: 4.6e-13 eV/angstrom
  forbidden e part, hole 111: 9.1e-14 eV/angstrom
D2d (order 8) gain: UHF 1.184, MP2 1.338 eV
  CH 1.110 to 1.110 angstrom, smallest HCH angle 96.6 deg
C3v (order 6) gain: UHF 1.073, MP2 0.933 eV
  CH 1.083 to 1.376 angstrom, smallest HCH angle 95.4 deg
C2v (order 4) gain: UHF 1.418, MP2 1.488 eV
  CH 1.075 to 1.170 angstrom, smallest HCH angle 54.7 deg
hole-direction spread at Td: UHF 0.2222, MP2 0.0470 eV
zero-point energy of e and t2 modes (neutral): 1.093 eV
thermal energy kT at 400 K: 0.0345 eV
unscreened spin-orbit splitting: 5.41 meV
coupling kept in spin-orbit quartet: e 0.500, t2 0.500
Stark matrix element at 1 kV/cm: 3.0e-06 eV
```
